# Slowest diffusive rinsing of a blind trench with reversibly adsorbing sidewalls

## Problem

A straight trench of width $w$ and depth $L$ is closed at the bottom and open at the top. It is filled with still water containing a dilute solute of diffusivity $D$. Nothing varies along the trench. From $t=0$ a perfect rinse holds the solute concentration $c$ at zero across the mouth. Let $y$ be the height above the bottom and $x$ the distance from the mid-plane, so that the sidewalls are at $x=\pm w/2$.

**(a)** The walls are inert. Find the slowest decay time $\tau_0$, meaning the time in which the slowest mode falls by a factor $e$.

**(b)** Each sidewall now holds an adsorbed amount $\Gamma=Kc$ per unit area, where $K$ is a constant length. The exchange is fast enough to keep this equilibrium, the adsorbed solute does not move along the wall, and the bottom does not adsorb. Find the slowest time $\tau$ for $w\ll L$.

**(c)** Find the leading correction for finite $w/L$, and decide whether the result of (b) is too short or too long.

**(d)** Replace the equilibrium by $\partial_t\Gamma=k(Kc-\Gamma)$. How fast must the exchange be for (b) to hold?

**(e)** How long does it take to leave a fraction $f=10^{-3}$ of the solute, starting from a uniform concentration in equilibrium with the walls?

**(f)** Estimate what the idealized mouth, bottom and walls leave out.

Use $w=5$ µm, $L=100$ µm, $D=5\times10^{-6}$ cm²/s $=500$ µm²/s and $K=10$ µm.

## Solution

### (a) Inert walls

With inert walls the slowest mode is uniform across the width, since any variation in $x$ would add to the decay rate. Thus $\partial_t c=D\,\partial_y^2c$, with $\partial_yc=0$ at $y=0$ and $c=0$ at $y=L$.

Put $c=Y(y)e^{-st}$. Then $DY''=-sY$. Multiplying by $Y$ and integrating by parts gives $D\int Y'^2dy=s\int Y^2dy$, because the end terms vanish. Hence $s>0$, and we may write $s=Dp^2$. The solution with zero slope at the bottom is $\cos(py)$. The mouth requires $\cos(pL)=0$, so

$$p_n=\frac{(2n+1)\pi}{2L},\qquad s_n=Dp_n^2,\qquad n=0,1,2,\dots$$

The smallest rate belongs to $p\equiv p_0=\pi/(2L)$:

$$\tau_0=\frac{1}{Dp^2}=\frac{4L^2}{\pi^2D}.$$

For the example, $\tau_0=4(100)^2/(\pi^2\times500)=8.11$ s. The next mode decays nine times faster.

### (b) Fast reversible adsorption

Integrate the diffusion equation across the width:

$$\partial_t\int c\,dx=D\,\partial_y^2\int c\,dx+D\left[\partial_xc\right]_{-w/2}^{+w/2}.$$

The flux into the right wall is $-D\partial_xc$, and into the left wall it is $+D\partial_xc$. Each equals $\partial_t\Gamma$, so the last term is $-2\,\partial_t\Gamma$. In a narrow trench $c$ is nearly uniform in $x$, and

$$\partial_t(wc+2\Gamma)=wD\,\partial_y^2c.$$

Inserting $\Gamma=Kc$ and dividing by $w$ gives

$$R\,\partial_tc=D\,\partial_y^2c,\qquad R=1+\frac{2K}{w}.$$

The boundary conditions are those of (a), so the mode shapes are unchanged and every decay time is multiplied by $R$:

$$\boxed{\tau=R\tau_0=\frac{4L^2}{\pi^2D}\left(1+\frac{2K}{w}\right)}$$

Here $R=1+20/5=5$ and $\tau=40.5$ s, or 0.68 min. At each height a fraction $(R-1)/R=80\%$ of the solute sits on the walls. Only the remaining fifth can diffuse towards the mouth, yet its flux must empty both stores. Fast exchange therefore does not mean fast rinsing: it keeps the walls in step with the liquid, but the released solute must still diffuse up to the mouth.

When $K\ll w/2$ the inert result returns. When $K\gg w/2$, $\tau\simeq 8KL^2/(\pi^2Dw)$, so at fixed depth and fixed $K$ the time grows as $1/w$. Without adsorption it does not depend on the width.

### (c) Finite width

The wall condition at $x=w/2$ is $-D\,\partial_xc=K\,\partial_tc$. Try the even mode

$$c=\cosh(\kappa x)\cos(py)\,e^{-st}.$$

The diffusion equation gives $-s=D(\kappa^2-p^2)$, or $s=D(p^2-\kappa^2)$. The wall condition gives $D\kappa\sinh(\kappa w/2)=sK\cosh(\kappa w/2)$. Together,

$$\kappa\tanh(\kappa w/2)=K(p^2-\kappa^2).$$

The left side rises from zero and the right side falls to zero as $\kappa$ goes from 0 to $p$, so there is one root in this interval. The concentration is highest at the walls, as it must be when they release solute.

Let $h=w/2$ and $q=\kappa^2$. For small $\kappa h$, $\tanh(\kappa h)\simeq\kappa h-(\kappa h)^3/3$, and the condition becomes

$$(h+K)q-\frac{h^3q^2}{3}=Kp^2.$$

Since $h+K=hR$ and $K/(h+K)=(R-1)/R$, the leading root is $q_0=p^2(R-1)/R$. It gives $s=D(p^2-q_0)=Dp^2/R$, the result of (b). Now set $q=q_0+\epsilon$. To first order in $\epsilon$, $hR\,\epsilon=h^3q_0^2/3$, so $\epsilon=h^2q_0^2/(3R)$. Then

$$s=\frac{Dp^2}{R}-D\epsilon=\frac{Dp^2}{R}\left[1-\frac{h^2q_0^2}{3p^2}\right].$$

Substituting $q_0$, $h=w/2$ and $p=\pi/(2L)$, and inverting to the same order,

$$\tau\simeq R\tau_0\left[1+\left(\frac{R-1}{R}\right)^2\frac{\pi^2w^2}{48L^2}\right].$$

In the example the correction is 0.033% of $R\tau_0$. The small size reflects the time for diffusion over half the width, $w^2/(4D)=0.0125$ s, which is far below the inert-wall time $\tau_0=8.11$ s. A finite-element solution of the two-dimensional problem gives 40.54 s, against 40.53 s from (b). In a much wider trench, $w=50$ µm, with $K=100$ µm and the same $L$ and $D$, $R$ is again 5. The correction is then 3.3%, and both the formula and the numerical root of the $\kappa$ equation give 41.9 s.

The sign of the error can be settled without a series. For any mode $\phi(x,y)$, multiply $D\nabla^2\phi=-s\phi$ by $\phi$ and integrate over the trench. On the walls the outward derivative obeys $D\,\partial_n\phi=sK\phi$; at the mouth and bottom the boundary terms vanish. Hence

$$s=\frac{D\int|\nabla\phi|^2\,dA}{\int\phi^2\,dA+K\int_{\rm walls}\phi^2\,d\ell}.$$

The denominator defines a positive storage weight, in which modes of different rate are orthogonal. If a trial function that vanishes at the mouth is expanded in the modes, this quotient is a weighted average of their rates, so it cannot lie below the smallest rate. The trial function $\cos(py)$ gives

$$\frac{Dp^2wL/2}{wL/2+2KL/2}=\frac{Dp^2}{R}.$$

The smallest rate is therefore at most $Dp^2/R$, and the slowest time is at least $R\tau_0$ for any $w/L$. Result (b) errs on the short side.

The mode $\cosh(\kappa x)\cos(py)$ is indeed the slowest. Replacing a function by its absolute value leaves the quotient unchanged, so a slowest mode can be chosen without sign changes. A faster mode must be orthogonal to it, which is impossible for a mode that is positive throughout the interior.

### (d) Finite exchange rate

Return to the narrow trench and set $c=C\cos(py)e^{-st}$, $\Gamma=G\cos(py)e^{-st}$. The exchange law gives $-sG=k(KC-G)$, so $G=kKC/(k-s)$. The slice balance $s(wC+2G)=wDp^2C$ becomes

$$s\left[1+\frac{(R-1)k}{k-s}\right]=\frac1{\tau_0}.$$

Multiplying by $k-s$ and collecting terms,

$$s^2-s\left(Rk+\frac1{\tau_0}\right)+\frac{k}{\tau_0}=0.$$

At $s=k$ the left side is $-(R-1)k^2<0$, so one root lies below $k$ and one above. The lower root is the slow one. It also increases with $Dp^2$, because the left side of the previous equation rises steadily for $0<s<k$; the lowest $p$ therefore still gives the slowest decay.

In terms of the time $T=1/s$, the equation reads

$$T^2-T\left(R\tau_0+\frac1k\right)+\frac{\tau_0}{k}=0.$$

The two times add up to $R\tau_0+1/k$, and their product is $\tau_0/k$. If $kR\tau_0\gg1$, the longer time is close to $R\tau_0$, so the shorter is close to $1/(Rk)$. Subtracting it from the sum,

$$\tau\simeq R\tau_0+\frac{R-1}{Rk}.$$

If $kR\tau_0\ll1$, the longer time is close to $1/k$ and the shorter close to $\tau_0$, so $\tau\simeq1/k+(R-1)\tau_0$. Desorption is then the bottleneck.

Result (b) thus needs $k\gg1/(R\tau_0)$. With $k=1$ s⁻¹ the added time is $0.8/1=0.8$ s and $\tau=41.3$ s, 2% above $R\tau_0$. With $k=0.02$ s⁻¹, $kR\tau_0=0.81$ is neither large nor small, so the full quadratic is used. It gives 85.8 s, more than twice the equilibrium result.

### (e) Time to a required cleanliness

With equilibrium restored, liquid and walls hold solute in a fixed ratio, so both have the same remaining fraction. Expand the uniform initial profile, scaled to 1, in the modes $\cos(p_ny)$. Their coefficients are

$$a_n=\frac2L\int_0^L\cos(p_ny)\,dy=\frac{2(-1)^n}{p_nL}.$$

The average of each mode over the depth is $(-1)^n/(p_nL)$. Multiplying, and using $p_nL=(2n+1)\pi/2$, gives the remaining fraction

$$F(t)=\sum_{n=0}^{\infty}\frac{8}{\pi^2(2n+1)^2}\,e^{-(2n+1)^2t/\tau}.$$

At $t=0.1\tau$ the sum is 0.773, while its first term alone is 0.733: the faster modes still matter. Late in the rinse the first term suffices, and $F=f$ gives

$$t_f=\tau\ln\frac{8}{\pi^2f}.$$

For $f=10^{-3}$ the logarithm is $\ln(810.6)=6.70$. The rinse takes 54 s with inert walls and 271 s, about 4.5 min, with adsorbing ones. The factor is again $R=5$, because the initial profile and the required fraction are the same. The initial amount is not: at equal initial $c$, the adsorbing trench starts with five times as much solute.

### (f) What the ideal trench leaves out

**Adsorbing bottom.** Let the bottom have the same $K$. The flux into it is $D\partial_yc$, so at $y=0$, $D\partial_yc=-sKc$. Insert $c=\cos(py)+B\sin(py)$ with $s=Dp^2/R$, where $p$ is now to be found. This gives $B=-pK/R$, and $c(L)=0$ becomes

$$\cot(pL)=\frac{pK}{R}.$$

The numerical root lengthens $\tau$ by 4.0%. For small $K/(RL)$ the fractional increase is $2K/(RL)$, here $20/500=4\%$.

**Stagnant liquid above the mouth.** Suppose that the rinse reaches zero concentration only at a height $\delta=20$ µm above an isolated trench. The outer region adjusts in about $\delta^2/D=0.8$ s, much less than $\tau$, so treat its diffusion as steady and neglect storage on the outer surface. Let $J$ be the solute flow out of the mouth per unit trench length.

Let $z$ be the complex position, with the mouth centre at $z=0$ and the imaginary axis upwards. The upper half of a $\zeta$-plane is mapped onto the trench and the space above it by

$$\frac{dz}{d\zeta}=\frac w\pi\,\frac{\sqrt{\zeta^2-1}}{\zeta}.$$

The corners lie at $\zeta=\pm1$ and the deep trench at $\zeta\to0$; a small half-circle about $\zeta=0$ gives the width $w$, which fixes the prefactor. Integrating from the corner down the wall, at depth $d\gg w$ one finds $d=-(w/\pi)[1+\ln(|\zeta|/2)]$. Far outside, the distance from the mouth is $r=w|\zeta|/\pi$.

The flow is radial in the $\zeta$-plane, so $c=\text{const}-(J/\pi D)\ln|\zeta|$. For $\delta\gg w$ the mouth acts as a line source on a reflecting floor, for which

$$c=-\frac{J}{\pi D}\ln\left|\tanh\frac{\pi z}{4\delta}\right|.$$

This vanishes at height $\delta$, where the tanh has modulus 1. Near the source it is $(J/\pi D)\ln[4\delta/(\pi r)]=(J/\pi D)\ln[4\delta/(w|\zeta|)]$, which fixes the constant. Replacing $\ln|\zeta|$ by its value deep in the trench, $\ln2-1-\pi d/w$, gives

$$c=\frac{J}{wD}(d+l),\qquad l=\frac w\pi\left[1+\ln\frac{2\delta}{w}\right].$$

The outside liquid acts as an extra length $l=4.9$ µm; a finite-difference solution of the same steady problem also gives 4.9 µm. The mouth condition becomes $c=-l\,\partial_yc$. With $c=\cos(py)$ this is $pL\tan(pL)=L/l$, whose lowest root lengthens $\tau$ by 10%. This is close to $(1+l/L)^2-1$, as if the trench were deeper by $l$. In a dense array, neighbouring trenches share the liquid above them and the increase is larger: about 22% for the same layer at a pitch of 10 µm.

**Flow into the mouth.** If the rinse flow kept the top one width of the trench clean, the diffusion depth would be $L-w$. The time would change by $(1-w/L)^2-1=-10\%$.

**Mobile adsorbed solute.** A surface diffusivity $D_s$ adds $2D_sK\,\partial_y^2c$ to the right side of the slice balance and divides $\tau$ by $1+(R-1)D_s/D$. For an assumed $D_s/D=0.01$ the change is $-3.8\%$.

**Saturation.** Suppose the isotherm is $\Gamma=Kc/(1+Kc/\Gamma_{\max})$. Its slope is $K/(1+u)^2$, with $u=Kc/\Gamma_{\max}$. For an initial $c=0.01$ mol/m³ and an assumed $\Gamma_{\max}=3$ µmol/m², $Kc=0.1$ µmol/m² and $u=0.033$. The local $R$ is then initially 5% below 5, and the difference fades as the trench empties. The effect is small only because $u\ll1$: at an initial $c=1$ mol/m³, $u=3.3$, the local $R$ starts at 1.2, and the time to leave $10^{-3}$ of the initial amount is about 236 s instead of 271 s.

**Temperature.** Take $D\propto T/\eta$, with a viscosity $\eta$ that falls by roughly 2% per kelvin. Warming from 298 K by 5 K, at fixed $K$, changes $\tau$ by $-11\%$ ($-12\%$ with the 2.2% per kelvin of water in this range). $K$ itself generally depends on temperature: an assumed adsorption enthalpy of $-20$ kJ/mol would lower it by about 12% over the same 5 K and bring the total change to about $-21\%$.

### Reading the result for a real trench

The dimensions are those of a deep-etched silicon trench, and $D$ is a rough value for a small surfactant-like organic molecule in water. The adsorption length is the least certain input, since it depends on the solute, the wall and the chemistry of the bath. With everything else fixed, $K=1$, 5 and 20 µm give $\tau=11$, 24 and 73 s. This spread is much larger than any single correction in (f), each of which is about 10% or less for an isolated trench and the values assumed there. A real rinse also breaks the ideal mouth condition, and stagnant liquid and flow into the mouth act in opposite directions. A thicker stagnant layer matters more than the 20 µm assumed in (f), above all in a dense array: under a 100 µm layer the slowest time is about 47 s for an isolated trench but about 90 s at a pitch of 10 µm, and under a 200 µm layer about 50 s and 160 s. The model value is best read as about 40 s for the assumed $K$, for an isolated trench under a thin stagnant layer, provided that desorption is fast on that scale. If it is not, the rinse is slower: the example in (d) with $k=0.02$ s⁻¹ gives 86 s, more than twice the model value.

Numbers in the example were calculated in double precision.
